# True area of an isotropic Gaussian rough surface

## Why the area matters

In one saturated cycle of atomic layer deposition, precursor molecules bind until the remaining reactive sites are used up or covered by molecules already bound. If the number bound per unit of true area is fixed, a rough film takes up more atoms per unit of wafer area than a flat one. A height scan gives the size of the hills and their lateral extent. The question is how much true area these imply.

Let the surface be \(z=h(x,y)\), a single-valued, differentiable height about a mean plane. Its statistics are the same at every point (homogeneous) and in every in-plane direction (isotropic), and the height is a Gaussian random field with zero mean. Define

\[
s^2=\langle h_x^2+h_y^2\rangle ,
\]

where subscripts denote derivatives. Thus \(s\) is the rms of the whole gradient, and each component has variance \(s^2/2\). We assume that \(s\) is finite. The ratio \(R\) of mean true area to projected area is then

\[
R(s)=1+\frac{\sqrt\pi}{2}\,s\,e^{1/s^2}\,\mathrm{erfc}(1/s).
\]

The problem is geometric: no physical constant enters, and \(s\) and \(R\) have no unit. If correlations die out with distance, the ratio measured on one very large sample approaches this mean; a finite window scatters about it.

## First derivation: the distribution of steepness

Two tangent vectors of the surface are \((1,0,h_x)\) and \((0,1,h_y)\). Their cross product is \((-h_x,-h_y,1)\), and its length is the area above a unit of projected area:

\[
dA=\sqrt{1+g^2}\,dx\,dy,\qquad g^2=h_x^2+h_y^2 .
\]

By homogeneity the mean is the same at every point, so \(R=\langle\sqrt{1+g^2}\rangle\).

Derivatives are limits of linear combinations of heights, so \(h_x\) and \(h_y\) are jointly Gaussian. Isotropy makes their variances equal and their covariance zero. For jointly Gaussian variables zero covariance means independence, and the joint density is

\[
p(h_x,h_y)=\frac{1}{\pi s^2}\,e^{-(h_x^2+h_y^2)/s^2}.
\]

In polar coordinates the area element of the slope plane is \(g\,dg\,d\varphi\). With \(u=g^2/s^2\) we have \(g\,dg=(s^2/2)\,du\), and the angular integral gives \(2\pi\). The prefactors multiply to one, so \(u\) has density \(e^{-u}\) and

\[
R=\int_0^\infty e^{-u}\sqrt{1+s^2u}\;du .
\]

Integrate by parts, with \(-e^{-u}\) as the integral of \(e^{-u}\). The boundary term is 1, from the lower limit:

\[
R=1+\frac{s^2}{2}\int_0^\infty\frac{e^{-u}}{\sqrt{1+s^2u}}\,du .
\]

Now set \(t^2=u+1/s^2\). Then \(du=2t\,dt\), \(\sqrt{1+s^2u}=st\), and \(e^{-u}=e^{1/s^2}e^{-t^2}\). The factor \(t\) cancels:

\[
\int_0^\infty\frac{e^{-u}}{\sqrt{1+s^2u}}\,du
=\frac{2}{s}\,e^{1/s^2}\int_{1/s}^\infty e^{-t^2}dt
=\frac{\sqrt\pi}{s}\,e^{1/s^2}\,\mathrm{erfc}(1/s).
\]

Multiplication by \(s^2/2\) gives the stated result.

## Second derivation: counting crossings of straight lines

Area can also be found from shadows. Take parallel lines along a unit vector \(\mathbf u\). A surface element \(dA\) with unit normal \(\mathbf n\) is crossed by lines that fill an area \(|\mathbf n\cdot\mathbf u|\,dA\) on a plane perpendicular to \(\mathbf u\). If a line crosses the surface several times, every crossing is counted. Averaged over all directions of \(\mathbf u\),

\[
\overline{|\mathbf n\cdot\mathbf u|}=\int_0^1\mu\,d\mu=\frac12 ,
\]

because the cosine \(\mu\) is uniformly distributed. The true area is therefore twice the direction average of the counted shadow.

Let \(\mathbf u\) make an angle \(\theta\) with the vertical. Since \(\mathbf n\,dA=(-h_x,-h_y,1)\,dx\,dy\),

\[
|\mathbf n\cdot\mathbf u|\,dA=|\cos\theta-\sin\theta\,h_\varphi|\,dx\,dy ,
\]

where \(h_\varphi\) is the slope along the horizontal direction of \(\mathbf u\). Only one slope component appears. By isotropy its statistics do not depend on \(\varphi\). Opposite directions give the same shadow, so the upper hemisphere suffices, with weight \(\sin\theta\,d\theta\):

\[
R=2\int_0^{\pi/2}\sin\theta\,\big\langle|\cos\theta-\sin\theta\,h_\varphi|\big\rangle\,d\theta .
\]

The quantity between the bars is Gaussian with mean \(c=\cos\theta\) and standard deviation \(\tau=s\sin\theta/\sqrt2\). Call its mean modulus \(M(c)\). The derivative \(dM/dc\) is the probability of a positive value minus that of a negative one, which is \(\mathrm{erf}(c/\sqrt2\tau)\), and \(M(0)=\tau\sqrt{2/\pi}\). Integration from zero gives

\[
M=c\,\mathrm{erf}\!\left(\frac{c}{\sqrt2\,\tau}\right)+\tau\sqrt{\frac2\pi}\,e^{-c^2/2\tau^2}.
\]

With \(m=\cot\theta\), this is \(\cos\theta\,\mathrm{erf}(m/s)+(s\sin\theta/\sqrt\pi)\,e^{-m^2/s^2}\). Let \(R=I_1+I_2\), one integral for each term.

In \(I_1\), use \(2\sin\theta\cos\theta\,d\theta=d(\sin^2\theta)\) and integrate by parts. The boundary terms vanish: \(\sin\theta=0\) at one end and \(\mathrm{erf}(0)=0\) at the other. Since \(\sin^2\theta=1/(1+m^2)\), and \(m\) falls from infinity to zero as \(\theta\) rises,

\[
I_1=\frac{2}{\sqrt\pi\,s}\int_0^\infty\frac{e^{-m^2/s^2}}{1+m^2}\,dm
\equiv\frac{2}{\sqrt\pi\,s}\,J .
\]

In \(I_2\), \(d\theta=-dm/(1+m^2)\) gives

\[
I_2=\frac{2s}{\sqrt\pi}\int_0^\infty\frac{e^{-m^2/s^2}}{(1+m^2)^2}\,dm
\equiv\frac{2s}{\sqrt\pi}\,K .
\]

To relate \(K\) to \(J\), write \(b=1/s^2\) and differentiate:

\[
\frac{d}{dm}\frac{m\,e^{-bm^2}}{1+m^2}
=e^{-bm^2}\left[\frac{2}{(1+m^2)^2}-\frac{1}{1+m^2}-2b\left(1-\frac{1}{1+m^2}\right)\right].
\]

The left side integrates to zero over \(0<m<\infty\). With \(\int_0^\infty e^{-bm^2}dm=\sqrt\pi\,s/2\), this means

\[
K=\left(\frac12-\frac1{s^2}\right)J+\frac{\sqrt\pi}{2s}.
\]

When \(I_1\) and \(I_2\) are added, the terms \(\pm2J/(\sqrt\pi s)\) cancel:

\[
R=1+\frac{s}{\sqrt\pi}\,J .
\]

It remains to find \(J\). Let \(F(b)=e^{-b}J=\int_0^\infty e^{-b(1+m^2)}/(1+m^2)\,dm\). Differentiation removes the denominator:

\[
F'(b)=-e^{-b}\,\frac{\sqrt\pi}{2\sqrt b}.
\]

Since \(F(\infty)=0\), integrating from \(b\) to infinity with \(\beta=t^2\) gives

\[
F(b)=\int_b^\infty e^{-\beta}\frac{\sqrt\pi}{2\sqrt\beta}\,d\beta
=\sqrt\pi\int_{\sqrt b}^\infty e^{-t^2}dt=\frac\pi2\,\mathrm{erfc}(\sqrt b).
\]

Thus \(J=(\pi/2)e^{1/s^2}\mathrm{erfc}(1/s)\), and the same \(R(s)\) follows.

## What each derivation assumes

The first route needs the distribution of the steepness \(g\), hence the joint law of both slope components. The second needs the law of one component, which a straight height profile can supply, together with isotropy. If the rms slope along such a profile is \(\sigma\), the value to insert is \(s=\sqrt2\,\sigma\).

For an isotropic surface the two inputs are equivalent. If the slope along every direction is Gaussian with variance \(s^2/2\), then for any vector \(\mathbf k\)

\[
\langle e^{i\mathbf k\cdot\nabla h}\rangle=e^{-k^2s^2/4}.
\]

This function fixes the joint density, and it belongs to the density used in the first route. Without isotropy, one profile is not enough.

The routes also differ in how they extend. The shadow identity, before \(h\) is introduced, holds element by element and so covers surfaces with overhangs. The Gaussian evaluation does not, because it uses a single-valued height. The first route makes the dependence on slope statistics easier to see. The function \(\sqrt{1+v}\) is concave in \(v=g^2\), so \(R\le\sqrt{1+s^2}\) for any distribution of slopes with the given \(s\). Equality holds when all parts of the surface are equally steep.

## Gentle and steep surfaces

For \(v>0\), Taylor's theorem gives \(1+v/2-v^2/8<\sqrt{1+v}<1+v/2\). Here \(v=s^2u\), with \(\langle u\rangle=1\) and \(\langle u^2\rangle=2\), so

\[
1+\frac{s^2}{2}-\frac{s^4}{4}<R<1+\frac{s^2}{2}.
\]

The small-slope law is therefore an upper bound. It is 1% too large, relative to \(R\), at \(s=0.49\). At \(s=1\) it gives 1.50 where the full result is 1.38.

The full expansion has terms \(\binom{1/2}{n}n!\,s^{2n}\). The ratio of term \(n+1\) to term \(n\) is \((1/2-n)s^2\), which grows without bound in magnitude, so the series diverges for every nonzero \(s\). For small \(s\) it is still useful as an asymptotic series, cut after a few terms. At \(s=1\) it no longer is: even the best cut misses the excess area \(R-1\) by about 30%.

For large \(s\), put \(x=1/s\) and use \(e^{x^2}\mathrm{erfc}(x)=1-2x/\sqrt\pi+x^2+O(x^3)\). The second term contributes \(-1\) to \(R\) and cancels the leading 1:

\[
R=\frac{\sqrt\pi}{2}\left(s+\frac1s\right)+O(s^{-2}).
\]

The area then grows in proportion to the slope, because on steep ground \(\sqrt{1+g^2}\) is close to \(g\).

The step from height field to area was tested on 24 synthetic Gaussian surfaces, each 512 nm on a side, whose area was summed over small triangles. The same fields were rescaled to three slopes. At \(s=0.267\), 1 and 2.5 the mean ratios were \(1.0346\pm0.0003\), \(1.380\pm0.002\) and \(2.490\pm0.008\), with standard errors. The formula gives 1.0344, 1.379 and 2.486.

## A rough titania film

Let \(C(r)\) be the covariance of heights a distance \(r\) apart. Differentiating it once with respect to each of the two positions gives \(\langle h_x^2\rangle=-C_{xx}(0)\), and likewise for \(y\), so \(s^2=-\nabla^2C(0)\). Take

\[
C(r)=w^2e^{-r^2/\xi^2}\simeq w^2\left(1-\frac{r^2}{\xi^2}\right).
\]

Since \(\nabla^2r^2=4\) in two dimensions, \(s=2w/\xi\).

Choose an rms height \(w=2\) nm, a correlation length \(\xi=15\) nm, and 1.5 titanium atoms bound per nm² of true area per cycle. Then

\[
s=\frac{2\times2}{15}=0.267,\qquad 1+\frac{s^2}{2}=1.0356,\qquad R=1.0344 .
\]

Including \(-s^4/4\) in the series gives 1.0343. The uptake per projected area is \(1.5\times1.0344=1.55\) nm⁻², or 0.0155 Å⁻². If 0.267 were instead the rms of one component, the ratio would be 1.067, so the convention for \(s\) nearly doubles the excess area.

**Shape at fixed \(s\).** Facets of one steepness give 1.0349, and parallel Gaussian ridges give 1.0339. All three morphologies share the term \(s^2/2\). They first differ through \(-\langle g^4\rangle/8\), where \(\langle g^4\rangle\) is \(s^4\) for facets, \(2s^4\) for the isotropic surface and \(3s^4\) for ridges.

**Resolution and window.** If slopes are taken from height differences over a length \(L\), each component has mean square \(2[C(0)-C(L)]/L^2\). For \(L=5\) nm this lowers \(s\) to 0.259, and \(R(s)\) to 1.0326, a loss of about 5% of the excess area. The ratio also scatters between 512 nm windows, with a standard deviation of about 0.001 (0.0012 among the 24 synthetic surfaces).

**Molecular size.** The centre of a molecule of radius \(d\) touching the film moves on a surface displaced by \(d\) along the normal. For small slopes its local area changes by the fraction \(-d\,\nabla^2h\): it grows over peaks and shrinks over valleys. For \(d=0.4\) nm the rms change is 0.020. A Gaussian surface and its inversion \(h\to-h\) are equally likely, so the mean change vanishes to first order in \(d\). On the synthetic surfaces the mean change of \(R\) was \((-0.5\pm2.0)\times10^{-6}\), consistent with zero. This assumes that the molecule fits into the valleys.

**Fine-scale roughness.** The same \(w\) and \(\xi\) can belong to a surface with much more short-range structure, such as \(C=w^2e^{-r/\xi}\). Its two-dimensional spectrum follows from \(\int_0^\infty re^{-\alpha r}J_0(kr)\,dr=\alpha(\alpha^2+k^2)^{-3/2}\) at \(\alpha=1/\xi\), where \(J_0\) is the Bessel function:

\[
S(k)=\frac{w^2\xi^2}{2\pi}(1+k^2\xi^2)^{-3/2}.
\]

Each wave contributes \(k^2\) times its height variance to \(s^2\). Keep wave numbers up to \(\pi/\ell\), and set \(q=\pi\xi/\ell\) and \(v=k\xi\):

\[
s^2=\frac{w^2}{\xi^2}\int_0^q\frac{v^3\,dv}{(1+v^2)^{3/2}}
=\frac{w^2}{\xi^2}\left[\sqrt{1+q^2}+\frac{1}{\sqrt{1+q^2}}-2\right],
\]

by the substitution \(y=1+v^2\). This diverges as \(\ell\to0\), so such a surface has no finite area ratio until a shortest length is specified. For \(\ell=5\) nm, \(s=0.37\) and \(R=1.06\); for \(\ell=0.5\) nm, \(s=1.28\) and \(R=1.56\). Here \(w\) is the rms height before the cutoff is applied. These values depend on how the shortest length is imposed. Height differences over \(L=\ell\), with \(s^2=4w^2(1-e^{-L/\xi})/L^2\), give instead \(s=0.43\) and \(R=1.08\) at 5 nm, and \(s=1.45\) and \(R=1.68\) at 0.5 nm.

The chosen height, correlation length and uptake are rough typical values for a crystallised titania film grown by atomic layer deposition. Such a film has grains, facets and grooves, so neither Gaussian heights nor one smooth length scale is assured. For these parameters, replacing the Gaussian surface by parallel ridges or by facets of one steepness, at fixed \(s\), moves \(R\) by only about 0.0005. Flat terraces cut by steep grooves differ more. If groove walls of slope 1 cover a fraction \(s^2=0.071\) of the projected area and the rest is flat, \(s\) is unchanged but \(R=1+0.071(\sqrt2-1)=1.029\). The exponential covariance cut off at 0.5 nm has a much larger effect: it raises the excess area from 0.034 to 0.56. This last figure is a sensitivity estimate, since a continuous surface is doubtful at atomic distances. It is also not the area open to the precursor: on this surface the rms of \(d\,\nabla^2h\) is about 1.9 for \(d=0.4\) nm, so the molecule does not fit into the finest valleys and the area it can reach is smaller. It shows that \(w\) and \(\xi\) alone do not fix the area: the slope must be known down to the length that matters for binding. The uptake further assumes full saturation, with the same number of atoms bound per unit of true area on every facet. The numerical output below lists the main values used here.

## Computed values

```
GENERAL RESULT (no unit)
s = 0.1: R = 1.00498, 1+s^2/2 = 1.00500
s = 0.5: R = 1.11317, 1+s^2/2 = 1.12500
s = 1.0: R = 1.37894, 1+s^2/2 = 1.50000
s = 2.0: R = 2.09128, 1+s^2/2 = 3.00000
s = 5.0: R = 4.58487, 1+s^2/2 = 13.50000
largest |formula - 2D quadrature| = 1.8e-15
fitted-free s^4 coefficient at s=0.05: -0.2491
s where 1+s^2/2 is 1% too large: 0.491
SYNTHETIC SURFACES
number = 24, side = 512 nm, spacing = 1.0 nm
s = 0.2667: mesh R = 1.03455 +- 0.00025, formula 1.03441
s = 1.0000: mesh R = 1.38009 +- 0.00242, formula 1.37894
s = 2.5000: mesh R = 2.48963 +- 0.00800, formula 2.48618
rms gradient from meshes = 0.2673
EXAMPLE FILM
rms height w = 2.0 nm, correlation length = 15.0 nm
rms gradient s = 2w/xi = 0.2667
area ratio R = 1.03441
small-slope estimate 1+s^2/2 = 1.03556
with next term -s^4/4 = 1.03429
R if s is wrongly taken per component = 1.06687
Ti per true area and cycle = 1.50 nm^-2
Ti per projected area and cycle = 1.5516 nm^-2
  the same = 0.015516 angstrom^-2
NEGLECTED EFFECTS
facets of one steepness, same s: R = 1.03494
parallel Gaussian ridges, same s: R = 1.03392
lateral resolution 5 nm: s = 0.2594, R = 1.03262
scatter of R between 512 nm windows = 0.00124
precursor radius = 0.4 nm
rms Laplacian of height = 0.0503 nm^-1
local area change from radius, rms = 0.0201
mean change of R from radius = -5.5e-07 +- 2.0e-06
exponential covariance, cutoff 5.0 nm: s = 0.3672, R = 1.0636
exponential covariance, cutoff 0.5 nm: s = 1.2807, R = 1.5628
```
